# Does a hydrophobic silicon wafer have to be hydrogen terminated?: test program

```python
"""Equal water contact angles do not imply equal silicon surface bonds.

Result under test: an oxide covered by hydrocarbon over the area fraction
  f = (cos(t_ox) - cos(t_H)) / (cos(t_ox) - cos(t_C))
has the contact angle t_H of a full hydride, but a different infrared spectrum.
t_ox, t_H, t_C: intrinsic water angles on oxide, hydride, hydrocarbon.
Bond model: hydrogen of mass m moves along its bond in a frozen molecule;
q = |d(dipole)/d(bond length)|. For random bond directions the absorption
cross-section integrated over wavenumber is pi*q^2/(3*m*c^2), Gaussian units.
A sheet of N bonds per area on silicon (index n) has, for one passage,
  absorbance = 2*N*sigma / ((1+n)*ln(10)).
Molecular quantities are in atomic units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, mp, lib
from pyscf.data import elements

lib.num_threads(1)
BOHR_A = sc.value('Bohr radius') * 1e10
HARTREE_CM = 2 * sc.Rydberg / 100
HARTREE_EV = sc.value('Hartree energy in eV')
LIGHT = 1 / sc.fine_structure
MASS_H = sc.m_p / sc.m_e + 1
RADIUS_E_CM = sc.value('classical electron radius') * 100


def show(label, value, unit='', fmt='.4g'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


def molecule(heavy, heavy_distance, r_common, stretch):
    """Staggered X2H6, tetrahedral angles, one X-H bond stretched (angstrom)."""
    side = np.sqrt(8) / 3
    atoms = [(heavy, (0., 0., 0.)), (heavy, (0., 0., heavy_distance))]
    for j in range(3):
        phi = 2 * np.pi * j / 3
        length = r_common + (stretch if j == 0 else 0)
        direction = np.array([side*np.cos(phi), side*np.sin(phi), -1/3])
        atoms.append(('H', tuple(length * direction)))
        phi += np.pi / 3
        direction = np.array([side*np.cos(phi), side*np.sin(phi), 1/3])
        position = r_common * direction + np.array([0, 0, heavy_distance])
        atoms.append(('H', tuple(position)))
    return gto.M(atom=atoms, basis='6-31g**', verbose=0)


def energies(mol, fields=((0., 0., 0.),)):
    """HF and MP2 energies for each static field; HF dipole for the first."""
    eri = mol.intor('int2e', aosym='s8')
    position = mol.intor('int1e_r')
    core = scf.hf.get_hcore(mol)
    nuclear = mol.atom_charges() @ mol.atom_coords()
    density, dipole, table = None, None, []
    for field in fields:
        field = np.array(field)
        h_field = core + np.einsum('x,xij->ij', field, position)
        mf = scf.RHF(mol)
        mf._eri = eri
        mf.conv_tol = 1e-11
        mf.get_hcore = lambda *args, h=h_field: h
        mf.kernel(dm0=density)
        assert mf.converged
        if density is None:
            density = mf.make_rdm1()
            dipole = mf.dip_moment(unit='AU', verbose=0)
        correlation = mp.MP2(mf).kernel(with_t2=False)[0]
        shift = -field @ nuclear
        table.append((mf.e_tot + shift, mf.e_tot + correlation + shift))
    return np.array(table), np.array(dipole)


def bond_properties(heavy, heavy_distance, r_guess):
    # common X-H length at the minimum of the symmetric stretch
    h = 0.02
    e = [energies(molecule(heavy, heavy_distance, r_guess + s, 0))[0][0, 1]
         for s in (-h, 0, h)]
    r_e = r_guess - h * (e[2] - e[0]) / (2 * (e[2] - 2*e[1] + e[0]))

    # potential and dipole along one bond, at Chebyshev nodes
    low, high = -0.40 / BOHR_A, 0.55 / BOHR_A
    nodes = np.cos(np.pi * (2*np.arange(9) + 1) / 18)
    x_nodes = (low + high)/2 + (high - low)/2 * nodes
    scan = [energies(molecule(heavy, heavy_distance, r_e, x*BOHR_A))
            for x in x_nodes]
    fit = np.polynomial.Chebyshev.fit
    potential = fit(x_nodes, [s[0][0, 1] for s in scan], 8, domain=[low, high])
    dipoles = [fit(x_nodes, [s[1][i] for s in scan], 8, domain=[low, high])
               for i in range(3)]
    k = potential.deriv(2)(0.)
    assert abs(potential.deriv(1)(0.) / k) * BOHR_A < 0.004

    # direct finite differences for the force constant and effective charge
    step, field = 0.03, 0.002
    fields = [(0, 0, 0), (field, 0, 0), (-field, 0, 0),
              (0, 0, field), (0, 0, -field)]
    plus, dip_plus = energies(molecule(heavy, heavy_distance, r_e, step), fields)
    minus, dip_minus = energies(molecule(heavy, heavy_distance, r_e, -step), fields)
    centre = energies(molecule(heavy, heavy_distance, r_e, 0))[0]
    width = step / BOHR_A
    k_direct = (plus[0, 1] + minus[0, 1] - 2*centre[0, 1]) / width**2
    assert abs(k_direct / k - 1) < 0.01

    def slope(column):
        mu = [[-(t[1, column] - t[2, column]) / (2*field),
               -(t[3, column] - t[4, column]) / (2*field)] for t in (plus, minus)]
        return np.linalg.norm(np.array(mu[0]) - np.array(mu[1])) / (2*width)
    q_hf, q = slope(0), slope(1)
    q_expectation = np.linalg.norm(dip_plus - dip_minus) / (2*width)
    assert abs(q_hf - q_expectation) < 1e-3

    # levels of hydrogen in the computed potential
    count = 500
    x = np.linspace(low, high, count + 2)[1:-1]
    dx = x[1] - x[0]
    levels, states = eigh_tridiagonal(potential(x) + 1/(MASS_H*dx**2),
                                     np.full(count-1, -0.5/(MASS_H*dx**2)))
    omega = np.sqrt(k / MASS_H)
    fundamental = levels[1] - levels[0]
    assert 0.88 < fundamental / omega < 1.0
    x_n0 = states.T @ (x * states[:, 0])
    terms = 4*np.pi**2/LIGHT * (levels - levels[0]) * (q*x_n0)**2 / 3
    integrated = 2*np.pi**2 * q**2 / (3*MASS_H*LIGHT)
    assert abs(terms.sum() / integrated - 1) < 2e-3
    curved = sum((states[:, 1] @ (d(x)*states[:, 0]))**2 for d in dipoles)
    curvature_ratio = curved / (q_hf * x_n0[1])**2

    # classical damped oscillator: same integrated strength
    damping = 0.02
    def line(u):
        alpha = 1 / (1 - u*u - 1j*damping*u)
        return 4*np.pi*u*alpha.imag * q**2/(3*MASS_H*LIGHT)
    area = (quad(line, 0, 0.8)[0] + quad(line, 0.8, 1.2, points=[1.])[0]
            + quad(line, 1.2, np.inf)[0])
    assert abs(area / integrated - 1) < 1e-5

    # recoil and coupling: three H atoms on one free heavy atom
    mass_ratio = MASS_H * sc.m_e / (
        elements.MASSES[elements.charge(heavy)] * sc.atomic_mass)
    matrix = np.zeros((12, 12))
    for j in range(3):
        phi = 2*np.pi*j/3
        b = np.array([np.sqrt(8)/3*np.cos(phi), np.sqrt(8)/3*np.sin(phi), -1/3])
        row = np.zeros(12)
        row[:3] = -b * np.sqrt(mass_ratio)
        row[3+3*j:6+3*j] = b
        matrix += np.outer(row, row)
    stretch = np.linalg.eigvalsh(matrix)[-3:]
    expected = 1 + mass_ratio*np.array([1/3, 4/3, 4/3])
    assert np.allclose(stretch, expected, atol=1e-10)

    strength_cm = np.pi*q**2*RADIUS_E_CM/(3*MASS_H)
    position_cm = fundamental*HARTREE_CM
    recoil_cm = (np.sqrt(stretch[[0, -1]]) - 1) * position_cm
    name = heavy + '-H'
    show(name + ' heavy-atom distance, input', heavy_distance, 'angstrom')
    show(name + ' bond length', r_e, 'angstrom', '.3f')
    show(name + ' force constant', k*HARTREE_EV/BOHR_A**2, 'eV/angstrom^2', '.2f')
    show(name + ' harmonic position', omega*HARTREE_CM, 'cm^-1', '.0f')
    show(name + ' computed position', position_cm, 'cm^-1', '.0f')
    show(name + ' recoil shift, lowest', recoil_cm[0], 'cm^-1', '.0f')
    show(name + ' recoil shift, highest', recoil_cm[1], 'cm^-1', '.0f')
    show(name + ' effective charge, MP2', q, 'e', '.3f')
    show(name + ' effective charge, HF', q_hf, 'e', '.3f')
    show(name + ' strength per bond', strength_cm, 'cm', '.3e')
    show(name + ' fundamental share', terms[1]/integrated, '', '.3f')
    show(name + ' curved/linear dipole strength', curvature_ratio, '', '.3f')
    return position_cm, strength_cm, recoil_cm


print('Molecular level: MP2/6-31G**, Si2H6 and C2H6')
nu_si, strength_si, recoil_si = bond_properties('Si', 2.35, 1.48)
nu_c, strength_c, recoil_c = bond_properties('C', 1.53, 1.09)

# Rough typical wetting parameters, angles in degrees
angle_ox, angle_h, angle_c = 10., 80., 105.
gamma = 0.072                         # N/m = J/m^2
cos_ox, cos_h, cos_c = np.cos(np.radians([angle_ox, angle_h, angle_c]))
adhesion = gamma * (1 + np.array([cos_c, cos_ox, cos_h]))


def hydrocarbon_fraction(angle):
    return (cos_ox - np.cos(np.radians(angle))) / (cos_ox - cos_c)


f_c = hydrocarbon_fraction(angle_h)
volume = 2e-9                         # m^3, i.e. 2 microlitres


def base_radius(theta):
    c, s = np.cos(theta), np.sin(theta)
    return (3*volume*s**3 / (np.pi*(2 - 3*c + c**3)))**(1/3)


def striped_drop_angle(fractions):
    """Global energy minimum of a cap on alkyl, oxide and hydride stripes."""
    reference = base_radius(np.pi/2)
    period = reference / 3000
    starts = np.arange(-2*reference, 2*reference, period) + 0.317*period
    borders = np.concatenate(([0], np.cumsum(fractions)))
    angles = np.radians(np.arange(40, 130, 0.1))
    result = []
    for theta in angles:
        a = base_radius(theta)
        cumulative = []
        for border in borders:
            x = np.clip(starts + border*period, -a, a)
            cumulative.append(np.sum(x*np.sqrt(a*a-x*x) + a*a*np.arcsin(x/a)))
        wet_areas = np.diff(cumulative)
        cap_area = 2*np.pi*a*a/(1+np.cos(theta))
        result.append(gamma*cap_area + np.sum((gamma-adhesion)*wet_areas))
    return np.degrees(angles[np.argmin(result)])


drop_film = striped_drop_angle([f_c, 1-f_c, 0])
drop_mix = striped_drop_angle([f_c/2, (1-f_c)/2, 0.5])
assert abs(drop_film - angle_h) < 1.0     # finite stripes leave small pinning
assert abs(drop_mix - angle_h) < 1.0
squares = (1 + np.array([cos_ox, cos_h, cos_c]))**2
f_molecular = (squares[0]-squares[1]) / (squares[0]-squares[2])
assert 0 < f_c < 1 and 0 < f_molecular < 1

# Attraction from silicon through the film: explicit pair sum at unit distance
pair_sum = dblquad(lambda s, z: (z-1)*2*np.pi*s/(s*s+z*z)**3,
                   1, np.inf, 0, np.inf)[0] / np.pi**2
assert abs(pair_sum*12*np.pi - 1) < 1e-5
thickness_nm = 0.5
hamaker_excess = 4e-20                # J, rough upper size
extra_adhesion = hamaker_excess/(12*np.pi*(thickness_nm*1e-9)**2)
angle_attracted = np.degrees(np.arccos(cos_h + f_c*extra_adhesion/gamma))

# Bond densities and spectra
density_h = 1.0e15                    # Si-H bonds per cm^2
mass_density = 0.85                   # hydrocarbon, g/cm^3
molar_mass = elements.MASSES[6] + 2*elements.MASSES[1]
density_ch = 2*mass_density/molar_mass*sc.N_A*thickness_nm*1e-7
index_si, line_width = 3.42, 40.      # full width at half maximum, cm^-1
sheet_factor = 2/(1+index_si)


def spectrum(nu, density, strength, centre):
    sigma = strength*line_width/(2*np.pi)/((nu-centre)**2 + line_width**2/4)
    return sheet_factor*density*sigma/np.log(10)


def hydride(nu):
    return spectrum(nu, density_h, strength_si, nu_si)


def film(nu):
    return spectrum(nu, f_c*density_ch, strength_c, nu_c)


# Thin-sheet formula against a layer of finite thickness
def transmission(epsilon, phase):
    root = np.sqrt(complex(epsilon))
    delta = root*phase
    t = 2/(np.cos(delta)*(1+index_si)
           - 1j*np.sin(delta)*(index_si/root + root))
    return index_si*abs(t)**2


sheet = density_h*strength_si*2/(np.pi*line_width)
phase = 2*np.pi*nu_si*0.3e-7
layer_absorbance = -np.log10(transmission(1+1j*sheet/phase, phase)
                             / transmission(1, phase))
assert abs(layer_absorbance/hydride(nu_si) - 1) < 0.01


def wafer_transmission(y):
    front = index_si*(2/(1+index_si+y))**2
    back_reflection = ((index_si-1)/(index_si+1))**2
    inner_reflection = ((index_si-1-y)/(index_si+1+y))**2
    return front*(1-back_reflection)/(1-inner_reflection*back_reflection)


echo_gain = -np.log(wafer_transmission(1e-5)/wafer_transmission(0))/1e-5
echo_gain /= sheet_factor
gap = nu_c - nu_si
assert gap > 5*line_width + max(abs(recoil_si)) + max(abs(recoil_c))
assert hydride(nu_si) > 100*film(nu_si)
assert film(nu_c) > 100*hydride(nu_c)

print('Wetting: rough typical inputs')
show('Intrinsic angle, oxide', angle_ox, 'deg')
show('Intrinsic angle, hydride', angle_h, 'deg')
show('Intrinsic angle, hydrocarbon', angle_c, 'deg')
show('Water surface tension', gamma*1000, 'mJ/m^2')
show('Adhesion, hydrocarbon', adhesion[0]*1000, 'mJ/m^2', '.1f')
show('Adhesion, oxide', adhesion[1]*1000, 'mJ/m^2', '.1f')
show('Adhesion, hydride', adhesion[2]*1000, 'mJ/m^2', '.1f')
show('Matching hydrocarbon fraction', f_c, '', '.3f')
show('Striped film drop angle', drop_film, 'deg', '.1f')
show('Half-hydride mixture drop angle', drop_mix, 'deg', '.1f')
show('Drop volume', volume*1e9, 'microlitre')
show('Drop base radius', base_radius(np.radians(angle_h))*1000, 'mm', '.2f')
show('Fraction for angle 3 deg lower', hydrocarbon_fraction(angle_h-3), '', '.3f')
show('Fraction for angle 3 deg higher', hydrocarbon_fraction(angle_h+3), '', '.3f')
show('Fraction, molecular-scale mixing', f_molecular, '', '.3f')
show('Hamaker excess, rough input', hamaker_excess, 'J')
show('Angle with silicon attraction', angle_attracted, 'deg', '.1f')
print('Infrared: one face, one passage')
show('Hydrocarbon thickness', thickness_nm, 'nm')
show('Hydrocarbon density', mass_density, 'g/cm^3')
show('Si-H bond density', density_h, 'cm^-2', '.2e')
show('C-H bond density inside patches', density_ch, 'cm^-2', '.2e')
show('Silicon index', index_si)
show('Line width, both bands', line_width, 'cm^-1')
show('Hydride absorbance at Si-H', hydride(nu_si), '', '.2e')
show('Film absorbance at Si-H', film(nu_si), '', '.2e')
show('Hydride absorbance at C-H', hydride(nu_c), '', '.2e')
show('Film absorbance at C-H', film(nu_c), '', '.2e')
show('Band separation', gap, 'cm^-1', '.0f')
show('Absorbance gain from wafer echoes', echo_gain, '', '.3f')
print('tests ok')
```

Output:

```
Molecular level: MP2/6-31G**, Si2H6 and C2H6
Si-H heavy-atom distance, input: 2.35 angstrom
Si-H bond length: 1.476 angstrom
Si-H force constant: 19.58 eV/angstrom^2
Si-H harmonic position: 2299 cm^-1
Si-H computed position: 2236 cm^-1
Si-H recoil shift, lowest: 13 cm^-1
Si-H recoil shift, highest: 53 cm^-1
Si-H effective charge, MP2: 0.330 e
Si-H effective charge, HF: 0.391 e
Si-H strength per bond: 1.750e-17 cm
Si-H fundamental share: 0.984
Si-H curved/linear dipole strength: 1.026
C-H heavy-atom distance, input: 1.53 angstrom
C-H bond length: 1.088 angstrom
C-H force constant: 35.49 eV/angstrom^2
C-H harmonic position: 3094 cm^-1
C-H computed position: 2991 cm^-1
C-H recoil shift, lowest: 42 cm^-1
C-H recoil shift, highest: 163 cm^-1
C-H effective charge, MP2: 0.158 e
C-H effective charge, HF: 0.208 e
C-H strength per bond: 4.013e-18 cm
C-H fundamental share: 0.980
C-H curved/linear dipole strength: 1.143
Wetting: rough typical inputs
Intrinsic angle, oxide: 10 deg
Intrinsic angle, hydride: 80 deg
Intrinsic angle, hydrocarbon: 105 deg
Water surface tension: 72 mJ/m^2
Adhesion, hydrocarbon: 53.4 mJ/m^2
Adhesion, oxide: 142.9 mJ/m^2
Adhesion, hydride: 84.5 mJ/m^2
Matching hydrocarbon fraction: 0.652
Striped film drop angle: 80.0 deg
Half-hydride mixture drop angle: 80.0 deg
Drop volume: 2 microlitre
Drop base radius: 1.07 mm
Fraction for angle 3 deg lower: 0.611
Fraction for angle 3 deg higher: 0.694
Fraction, molecular-scale mixing: 0.756
Hamaker excess, rough input: 4e-20 J
Angle with silicon attraction: 77.8 deg
Infrared: one face, one passage
Hydrocarbon thickness: 0.5 nm
Hydrocarbon density: 0.85 g/cm^3
Si-H bond density: 1.00e+15 cm^-2
C-H bond density inside patches: 3.65e+15 cm^-2
Silicon index: 3.42
Line width, both bands: 40 cm^-1
Hydride absorbance at Si-H: 5.47e-05
Film absorbance at Si-H: 2.09e-08
Hydride absorbance at C-H: 3.83e-08
Film absorbance at C-H: 2.99e-05
Band separation: 756 cm^-1
Absorbance gain from wafer echoes: 1.279
tests ok
```
